# Why Compressive Strain Lowers the Threshold Density of Quantum-Well Lasers: verification in Python

```python
"""
Result under test: compressive strain moves light holes away from the top
heavy-hole subband of a quantum well. This lowers the transparency density.
For parabolic bands the differential gain at transparency is
  dg/dn = C (m_c/m0) h / n_c,  h = (u ln u + v ln v)/ln(u v) <= 1/2,
with u + v = 1, v = u**(1/r), r = m_h/m_c, n_tr = -n_c ln(u),
n_c = m_c kT/(pi hbar^2), C = pi alpha E_P/(n_r * photon energy * L).
Hole energies are positive into the valence band. Units: meV and nm inside.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

# ---------------- model parameters ----------------
width, temperature = 8.0, 300.0
mass_c, gamma1, gamma = 0.06, 7.0, 2.5
b_shear, c_ratio = -1800.0, 0.5
kane_energy, photon, index = 24000.0, 1200.0, 3.5
gain_needed, sigma = 800.0, 6.0
K = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21        # hbar^2/2m0, meV nm^2
kT = sc.k * temperature / sc.e * 1e3
n_c = mass_c * kT / (2 * np.pi * K)                # nm^-2
C_gain = np.pi * sc.alpha * kane_energy / (index * photon * width) * 1e7
TO12 = 100.0                                       # nm^-2 to 1e12 cm^-2

# ---------------- parabolic bands: formulas ----------------
def u_transparent(r):
    return brentq(lambda u: u + u**(1 / r) - 1, 1e-12, 1 - 1e-12)

def h_factor(r):
    u = u_transparent(r)
    v = 1 - u
    return (u * np.log(u) + v * np.log(v)) / np.log(u * v)

def edge_gain(x, r):
    """Gain over C*m_c/m0 at density x = n/n_c."""
    return r / (1 + r) * (1 - np.exp(-x) - np.exp(-x / r))

# ---------------- parabolic bands: direct evaluation ----------------
def density_direct(eta, ratio):
    return ratio * quad(lambda t: expit(eta - t), 0, 70, epsabs=1e-12,
                        epsrel=1e-11, limit=200)[0]

def peak_direct(x, r):
    eta_e = brentq(lambda e: density_direct(e, 1.0) - x, -12, 25, xtol=1e-12)
    eta_h = brentq(lambda e: density_direct(e, r) - x, -12, 25, xtol=1e-12)
    t = np.linspace(0, 20, 2001)                   # transition energy / kT
    inversion = expit(eta_e - t * r / (1 + r)) + expit(eta_h - t / (1 + r)) - 1
    return r / (1 + r) * inversion.max()

for r in (0.5, 1.0, 2.5, 8.0):
    x_formula = -np.log(u_transparent(r))
    eta = brentq(lambda e: density_direct(e, 1.0) - density_direct(-e, r),
                 -12, 12, xtol=1e-12)
    assert abs(density_direct(eta, 1.0) - x_formula) < 1e-7
    step = 1e-3
    slope = (peak_direct(x_formula + step, r)
             - peak_direct(x_formula - step, r)) / (2 * step)
    assert abs(slope - h_factor(r)) < 1e-5
ratios = np.geomspace(0.1, 20, 81)
assert np.all(np.diff([-np.log(u_transparent(r)) for r in ratios]) > 0)
h_values = np.array([h_factor(r) for r in ratios])
assert h_values.max() <= 0.5 + 1e-12
assert abs(np.log(ratios[h_values.argmax()])) < 0.07   # one grid spacing

def radiative(r):
    """Integral of f_c f_h over electron kinetic energy / kT, transparency."""
    u = u_transparent(r)
    eta = np.log((1 - u) / u)
    return quad(lambda t: expit(eta - t) * expit(-eta - t / r), 0, 70)[0]

assert radiative(5) > radiative(1) and radiative(5) > radiative(50)

# ---------------- absolute gain from a golden-rule sum in a box ----------------
mass_light = 1 / (gamma1 + gamma)
mass_heavy = 1 / (gamma1 - 2 * gamma)
reduced = mass_c * mass_light / (mass_c + mass_light)
box = 600.0
q = 2 * np.pi / box * np.arange(-60, 61)
detuning = K * (q[:, None]**2 + q[None, :]**2) / reduced - 80.0
delta_sum = np.exp(-detuning**2 / 50).sum() / (5 * np.sqrt(2 * np.pi))
delta_sum /= 1e-3 * sc.e                           # per joule
omega = photon * 1e-3 * sc.e / sc.hbar
A0 = 1e-9
p_squared = sc.m_e * kane_energy * 1e-3 * sc.e / 4
rate = 2 * 2 * np.pi / sc.hbar * (sc.e * A0 / (2 * sc.m_e))**2 * p_squared * delta_sum
intensity = index * sc.c * sc.epsilon_0 * omega**2 * A0**2 / 2
gain_box = rate * sc.hbar * omega / (intensity * box**2 * width * 1e-27) / 100
assert abs(gain_box / (C_gain * reduced) - 1) < 1e-3

# ---------------- coupled valence subbands ----------------
m_values = np.array([1.5, 0.5, -0.5, -1.5])
Jz = np.diag(m_values)
J_plus = np.diag(np.sqrt(15 / 4 - m_values[1:] * (m_values[1:] + 1)), 1)
Jx = (J_plus + J_plus.T) / 2
Jy = (J_plus - J_plus.T) / 2j

def strain_matrix(strain):
    normal = -2 * c_ratio * strain
    unit = 1.25 * np.eye(4)
    return b_shear * (strain * (Jx @ Jx + Jy @ Jy - 2 * unit)
                      + normal * (Jz @ Jz - unit)).real

def splitting(strain):
    return 2 * abs(b_shear * strain) * (1 + 2 * c_ratio)

check = np.diag(strain_matrix(-0.01))
assert check[0] < check[1]
assert abs(check[1] - check[0] - splitting(-0.01)) < 1e-9

def well_states(strain, k_values, basis=12):
    """Energies from the HH1 edge; weights of the lowest envelope by spin."""
    n = np.arange(1, basis + 1)
    a, c = np.meshgrid(n, n, indexing="ij")
    odd = (a + c) % 2 == 1
    slope = np.where(odd, 4 * a * c / (width * np.where(odd, a**2 - c**2, 1)), 0)
    kz, kz2 = -1j * slope, np.diag((n * np.pi / width)**2)
    one, spin_one = np.eye(basis), np.eye(4)
    s = strain_matrix(strain)
    fixed = K * np.kron(kz2, (gamma1 + 2.5 * gamma) * spin_one - 2 * gamma * Jz @ Jz)
    fixed = fixed + np.kron(one, s - s[0, 0] * spin_one)
    fixed = fixed - K * (gamma1 - 2 * gamma) * (np.pi / width)**2 * np.eye(4 * basis)
    linear = -2 * gamma * K * np.kron(kz, Jx @ Jz + Jz @ Jx)
    square = K * np.kron(one, (gamma1 + 2.5 * gamma) * spin_one - 2 * gamma * Jx @ Jx)
    k = np.asarray(k_values)[:, None, None]
    energies, vectors = np.linalg.eigh(fixed + k * linear + k**2 * square)
    return energies, np.abs(vectors[:, :4, :])**2

def inverse_edge_mass(strain):
    """Second-order formula for m0/m_parallel of HH1."""
    m = np.arange(2, 201, 2)
    d = 4 * m / (width * (m**2 - 1))
    gap = K * (np.pi / width)**2 * ((gamma1 + 2 * gamma) * m**2
                                    - (gamma1 - 2 * gamma)) + splitting(strain)
    return gamma1 + gamma - 12 * gamma**2 * K * np.sum(d**2 / gap)

k_grid = np.linspace(0, 2.0, 401)

def hole_density(eta, energies):
    filled = expit(eta - energies / kT).sum(axis=1)
    return trapezoid(k_grid * filled, k_grid) / (2 * np.pi)

def transparency(energies):
    eta = brentq(lambda e: hole_density(e, energies)
                 - n_c * np.log1p(np.exp(-e)), -10, 5, xtol=1e-12)
    return hole_density(eta, energies), eta

# TE weight of each J=3/2 component, averaged over the in-plane directions
te_weight = np.zeros(4)
half = Rational(1, 2)
for i, twice_m in enumerate((3, 1, -1, -3)):
    for orbital in (1, -1):
        spin = Rational(twice_m, 2) - orbital
        if abs(spin) == half:
            cg = clebsch_gordan(1, half, 3 * half, orbital, spin, Rational(twice_m, 2))
            te_weight[i] += float(cg)**2 / 2

def analyse(strain):
    energies, weights = well_states(strain, k_grid)
    assert abs(energies[0, 0]) < 1e-8 and energies[1:].min() > 0
    near, _ = well_states(strain, [0.0, 0.01])
    inverse_mass = (near[1, 0] - near[0, 0]) / (K * 0.01**2)
    assert abs(inverse_mass / inverse_edge_mass(strain) - 1) < 1e-3
    n_tr, eta = transparency(energies)
    dp = (hole_density(eta + 1e-4, energies) - hole_density(eta - 1e-4, energies)) / 2e-4
    f_h = expit(eta)
    m_red = 1 / (1 / mass_c + inverse_mass)
    dgdn = C_gain * m_red * (np.exp(-n_tr / n_c) / n_c + f_h * (1 - f_h) / dp)
    te = np.einsum("j,kjs->ks", te_weight, weights)
    electron = K * k_grid**2 / mass_c

    # unbroadened top-subband spectrum just above transparency
    n_up = 1.01 * n_tr
    eta_up = brentq(lambda e: hole_density(e, energies) - n_up, -10, 5)
    eta_e = np.log(np.expm1(n_up / n_c))
    local = K / np.gradient(electron + energies[:, 0], k_grid**2)
    inv = expit(eta_e - electron / kT) + expit(eta_up - energies[:, 0] / kT) - 1
    peak = (C_gain * local * te[:, :2].sum(axis=1) * inv)[:100].max()
    assert abs(peak / (0.01 * n_tr) / dgdn - 1) < 0.03  # finite density step

    # broadened TE spectrum and threshold
    transition = electron[:, None] + energies
    photon_grid = np.arange(-15.0, 61.0, 1.0)
    measure = (k_grid * (k_grid[1] - k_grid[0]))[:, None] * te
    kernel = np.exp(-(photon_grid[:, None, None] - transition)**2 / (2 * sigma**2))
    kernel *= C_gain * 2 * K * measure / (sigma * np.sqrt(2 * np.pi))

    def state(e):
        n = hole_density(e, energies)
        fc = expit(np.log(np.expm1(n / n_c)) - electron / kT)[:, None]
        return n, fc, expit(e - energies / kT)

    def peak_gain(e):
        _, fc, fh = state(e)
        return np.tensordot(kernel, fc + fh - 1, axes=([1, 2], [0, 1])).max()

    eta_th = brentq(lambda e: peak_gain(e) - gain_needed, -4, 4)
    n_th, fc, fh = state(eta_th)
    emission = trapezoid(k_grid * (weights.sum(axis=1) * fc * fh).sum(axis=1), k_grid)
    dos_mass = n_tr * 2 * np.pi * K / (kT * np.log1p(np.exp(eta)))
    top_share = hole_density(eta, energies[:, :2]) / n_tr
    return dict(E=energies, mass=1 / inverse_mass, n_tr=n_tr, dgdn=dgdn / TO12,
                n_th=n_th, emission=emission, dos=dos_mass, share=top_share,
                top=transparency(energies[:, :2])[0])

strains = (0.0, -0.005, -0.01)
results = [analyse(s) for s in strains]
for weak, strong in zip(results[:-1], results[1:]):
    assert np.all(strong["E"] - weak["E"] > -1e-7)
    assert strong["mass"] < weak["mass"]
    assert strong["n_tr"] < weak["n_tr"] and strong["top"] < weak["top"]
    assert strong["dgdn"] > weak["dgdn"]
    assert strong["n_th"] < weak["n_th"]
larger_basis = transparency(well_states(0.0, k_grid, 16)[0])[0]
assert abs(larger_basis / results[0]["n_tr"] - 1) < 3e-3

# ---------------- printed example ----------------
print(f"well width {width:.1f} nm; temperature {temperature:.0f} K; kT {kT:.2f} meV")
print(f"electron mass {mass_c:.3f} m0; gamma1 {gamma1:.1f}; gamma {gamma:.1f}")
print(f"b {b_shear/1000:.1f} eV; C12/C11 {c_ratio:.1f}; E_P {kane_energy/1000:.0f} eV")
print(f"photon {photon/1000:.1f} eV; index {index:.1f}; Gaussian sigma {sigma:.0f} meV")
print(f"n_c {n_c*TO12:.4f} e12 cm^-2; gain constant C {C_gain:.0f} cm^-1")
print(f"required material gain {gain_needed:.0f} cm^-1")
print("PARABOLIC BANDS (densities in 1e12 cm^-2)")
scale = C_gain * mass_c
thresholds = []
for name, mass in (("heavy", mass_heavy), ("light", mass_light), ("equal", mass_c)):
    r = mass / mass_c
    u = u_transparent(r)
    x_th = brentq(lambda x: scale * edge_gain(x, r) - gain_needed, -np.log(u), 30)
    thresholds.append(x_th)
    print(f"{name}: hole mass {mass:.4f} m0; r {r:.3f}; u {u:.4f}; h {h_factor(r):.4f}")
    print(f"  n_tr {-np.log(u)*n_c*TO12:.4f}; n_th {x_th*n_c*TO12:.4f}")
    print(f"  dg/dn {scale*h_factor(r)/(n_c*TO12):.0f} cm^-1 per 1e12 cm^-2")
    print(f"  saturated gain {scale*r/(1+r):.0f} cm^-1; radiative integral {radiative(r):.4f}")
assert thresholds[0] > thresholds[1] > thresholds[2]
r1, r2 = mass_heavy / mass_c, mass_light / mass_c
x_cross = brentq(lambda x: edge_gain(x, r1) - edge_gain(x, r2), 5, 20)
print(f"heavy/light crossing: n {x_cross*n_c*TO12:.3f} e12 cm^-2; "
      f"gain {scale*edge_gain(x_cross, r1):.0f} cm^-1")
print("radiative integral at r = 1, 5, 50: "
      + ", ".join(f"{radiative(r):.4f}" for r in (1, 5, 50)))
print("COUPLED WELL (densities in 1e12 cm^-2)")
for strain, res in zip(strains, results):
    levels = res["E"][0, ::2][1:3]
    print(f"strain {100*strain:.1f} %: bulk HH-LH splitting {splitting(strain):.1f} meV")
    print(f"  next two subband edges from HH1 {levels[0]:.1f}, {levels[1]:.1f} meV")
    print(f"  HH1 edge mass {res['mass']:.4f} m0; effective DOS mass {res['dos']:.4f} m0")
    print(f"  n_tr {res['n_tr']*TO12:.4f}; HH1 share of holes {res['share']:.3f}")
    print(f"  n_tr counting HH1 only {res['top']*TO12:.4f}; n_th {res['n_th']*TO12:.4f}")
    print(f"  dg/dn {res['dgdn']:.0f} cm^-1 per 1e12 cm^-2")
first, last = results[0], results[-1]
print("ratios, strain -1 % over unstrained:")
print(f"  n_tr {last['n_tr']/first['n_tr']:.3f}; n_th {last['n_th']/first['n_th']:.3f}; "
      f"dg/dn {last['dgdn']/first['dgdn']:.3f}")
print(f"  radiative rate at threshold {last['emission']/first['emission']:.3f}; "
      f"n_th cubed {(last['n_th']/first['n_th'])**3:.3f}")
print("finished without a failed check")
```

Running it gives:

```
well width 8.0 nm; temperature 300 K; kT 25.85 meV
electron mass 0.060 m0; gamma1 7.0; gamma 2.5
b -1.8 eV; C12/C11 0.5; E_P 24 eV
photon 1.2 eV; index 3.5; Gaussian sigma 6 meV
n_c 0.6480 e12 cm^-2; gain constant C 163752 cm^-1
required material gain 800 cm^-1
PARABOLIC BANDS (densities in 1e12 cm^-2)
heavy: hole mass 0.5000 m0; r 8.333; u 0.1839; h 0.2516
  n_tr 1.0972; n_th 1.3337
  dg/dn 3816 cm^-1 per 1e12 cm^-2
  saturated gain 8772 cm^-1; radiative integral 0.2699
light: hole mass 0.1053 m0; r 1.754; u 0.4037; h 0.4736
  n_tr 0.5877; n_th 0.7076
  dg/dn 7182 cm^-1 per 1e12 cm^-2
  saturated gain 6258 cm^-1; radiative integral 0.2421
equal: hole mass 0.0600 m0; r 1.000; u 0.5000; h 0.5000
  n_tr 0.4491; n_th 0.5643
  dg/dn 7582 cm^-1 per 1e12 cm^-2
  saturated gain 4913 cm^-1; radiative integral 0.1931
heavy/light crossing: n 6.711 e12 cm^-2; gain 6241 cm^-1
radiative integral at r = 1, 5, 50: 0.1931, 0.2806, 0.1557
COUPLED WELL (densities in 1e12 cm^-2)
strain 0.0 %: bulk HH-LH splitting 0.0 meV
  next two subband edges from HH1 35.3, 58.8 meV
  HH1 edge mass 0.1210 m0; effective DOS mass 0.4707 m0
  n_tr 1.0743; HH1 share of holes 0.740
  n_tr counting HH1 only 0.9661; n_th 1.5810
  dg/dn 2933 cm^-1 per 1e12 cm^-2
strain -0.5 %: bulk HH-LH splitting 36.0 meV
  next two subband edges from HH1 35.3, 94.0 meV
  HH1 edge mass 0.1190 m0; effective DOS mass 0.3188 m0
  n_tr 0.9323; HH1 share of holes 0.711
  n_tr counting HH1 only 0.8193; n_th 1.3350
  dg/dn 3757 cm^-1 per 1e12 cm^-2
strain -1.0 %: bulk HH-LH splitting 72.0 meV
  next two subband edges from HH1 35.3, 94.0 meV
  HH1 edge mass 0.1174 m0; effective DOS mass 0.2512 m0
  n_tr 0.8504; HH1 share of holes 0.696
  n_tr counting HH1 only 0.7366; n_th 1.2028
  dg/dn 4351 cm^-1 per 1e12 cm^-2
ratios, strain -1 % over unstrained:
  n_tr 0.792; n_th 0.761; dg/dn 1.483
  radiative rate at threshold 0.885; n_th cubed 0.440
finished without a failed check
```
